# Dipole Excitation and Kohn-Sham Kernel of the Two-Particle Moshinsky Model: test program

```python
# Two spin-1/2 particles (singlet) in one dimension, Hartree atomic units:
#   H = sum_i [p_i^2/2 + trap^2 x_i^2/2] + (lam/2)(x1 - x2)^2
# Result under test, with rel = sqrt(trap^2 + 2 lam):
#   density n(x) = 2 sqrt(ks/pi) exp(-ks x^2), ks = 2 trap rel/(trap + rel);
#   ks is also the Kohn-Sham (KS) frequency and KS dipole excitation;
#   the true dipole excitation is trap; the Hartree-exchange-correlation
#   kernel element of the KS transition 0->1 is
#   K = (trap^2 - ks^2)/(4 ks), at every driving frequency.
import numpy as np
from scipy.linalg import eigh
from scipy.sparse import coo_matrix
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]
TRAP = 0.5
DRIVES = (0.0, 0.23, 0.77)      # driving frequencies away from all poles

# Sinc grid with its kinetic-energy and first-derivative matrices
step, half = 0.5, 20
x = step * np.arange(-half, half + 1)
size = len(x)
diff = np.subtract.outer(np.arange(size), np.arange(size))
sign = np.where(diff % 2 == 0, 1.0, -1.0)
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 6, sign / safe**2) / step**2
derivative = np.where(diff == 0, 0.0, sign / safe) / step

# Exchange-symmetric two-particle basis (spatial part of the singlet)
rows, cols, vals = [], [], []
count = 0
for i in range(size):
    for j in range(i, size):
        if i == j:
            rows.append(i * size + i)
            cols.append(count)
            vals.append(1.0)
        else:
            rows += [i * size + j, j * size + i]
            cols += [count, count]
            vals += [np.sqrt(0.5), np.sqrt(0.5)]
        count += 1
to_sym = coo_matrix((vals, (rows, cols)), shape=(size**2, count)).tocsr()


def formulas(lam):
    """Derived closed forms."""
    rel = np.sqrt(TRAP**2 + 2 * lam)
    ks = 2 * TRAP * rel / (TRAP + rel)
    return dict(rel=rel, ks=ks, K=(TRAP**2 - ks**2) / (4 * ks),
                KH=-lam / (2 * ks), Kxc=(rel**2 - ks**2) / (4 * ks))


def numerical(lam):
    """Everything from diagonalization; no derived closed form is used."""
    x1, x2 = np.meshgrid(x, x, indexing="ij")
    potential = TRAP**2 * (x1**2 + x2**2) / 2 + lam * (x1 - x2)**2 / 2
    one = np.eye(size)
    ham = np.kron(kinetic, one) + np.kron(one, kinetic)
    ham += np.diag(potential.ravel())
    ham = to_sym.T @ np.ascontiguousarray((to_sym.T @ ham).T)
    energy, states = np.linalg.eigh(ham)
    gaps = energy[1:] - energy[0]
    excited = states[:, 1:]
    ground = to_sym @ states[:, 0]
    density = 2 * np.sum(ground.reshape(size, size)**2, axis=1) / step

    def amplitudes(u):
        """<n| u(x1) + u(x2) |0> for all excited states n."""
        total = np.add.outer(u, u).ravel()
        return excited.T @ (to_sym.T @ (total * ground))

    dipole = amplitudes(x)
    strength = 2 * gaps * dipole**2
    active = int(np.argmax(strength))

    # KS transitions from the density alone: with phi_k = phi_0 u_k the gap
    # is stationary for  (1/2) int phi_0^2 u'^2 / int phi_0^2 u^2
    weight = density * step / 2
    powers = (1, 3, 5)
    poly = np.array([x**p for p in powers])
    slope = np.array([p * x**(p - 1) for p in powers])
    ks_gaps, coeff = eigh((slope * weight) @ slope.T / 2,
                          (poly * weight) @ poly.T)
    ratio = coeff.T @ poly

    # Kernel = inverse KS response minus inverse interacting response
    amp = np.array([amplitudes(u) for u in ratio])
    kernels, shifts = [], []
    for w in DRIVES:
        factor = 2 * gaps / (w**2 - gaps**2)
        response = (amp * factor) @ amp.T
        ks_inverse = np.diag((w**2 - ks_gaps**2) / (4 * ks_gaps))
        kernels.append(ks_inverse - np.linalg.inv(response))
        first_order = to_sym @ (excited @ (factor * dipole))
        shifts.append(2 * np.sum((ground * first_order)
                                 .reshape(size, size), axis=1) / step)

    transition = weight * ratio[0]
    pair = lam * np.subtract.outer(x, x)**2 / 2
    phi = np.sqrt(density / 2)
    v_ks = -(kinetic @ phi) / phi
    return dict(density=density, dipole_gap=gaps[active],
                strength=strength[active], total=strength.sum(),
                ks_gaps=ks_gaps, kernels=kernels, shifts=shifts,
                KH=transition @ pair @ transition,
                v_ks=v_ks - v_ks[half],
                width=np.sqrt(np.sum(weight * x**2)))


def consistent_theory(lam, share):
    """Lowest orbital gap and lowest coupled excitation of a self-consistent
    theory whose mean field and kernel are share * Hartree
    (share 1: Hartree; share 1/2: Hartree plus exchange for two particles)."""
    pair = share * lam * np.subtract.outer(x, x)**2 / 2
    field = np.zeros(size)
    for _ in range(6):
        level, orb = np.linalg.eigh(
            kinetic + np.diag(TRAP**2 * x**2 / 2 + field))
        field = pair @ (2 * orb[:, 0]**2)
    gap = level[1:] - level[0]
    trans = orb[:, 1:] * orb[:, :1]
    root = np.sqrt(gap)
    matrix = np.diag(gap**2) + 4 * np.outer(root, root) * (
        trans.T @ pair @ trans)
    return gap[0], np.sqrt(np.linalg.eigvalsh(matrix)[0])


def close(a, b, tol=1e-6):
    return np.max(np.abs(np.asarray(a) - np.asarray(b))) < tol


results = {}
for lam in (-0.08, 0.12):
    f, r = formulas(lam), numerical(lam)
    results[lam] = (f, r)
    gauss = 2 * np.sqrt(f["ks"] / np.pi) * np.exp(-f["ks"] * x**2)
    assert close(r["density"], gauss)
    inner = np.abs(x) <= 4
    assert close(r["v_ks"][inner], f["ks"]**2 * x[inner]**2 / 2, 1e-5)
    assert close(r["ks_gaps"][0], f["ks"])
    assert close(r["dipole_gap"], TRAP)
    assert close(r["strength"], 2) and close(r["total"], 2)
    for w, kernel, shift in zip(DRIVES, r["kernels"], r["shifts"]):
        assert close(kernel[0, 0], f["K"])
        assert close(kernel[0, 1:], 0, 1e-5)
        assert close(shift * (TRAP**2 - w**2),
                     derivative @ r["density"], 1e-5)
    assert close(r["KH"], f["KH"])
    assert close(r["kernels"][0][0, 0] - r["KH"], f["Kxc"])
    for share in (1.0, 0.5):
        assert close(consistent_theory(lam, share)[1], TRAP)

# Weak coupling: K tends to half the Hartree element, -lam/(4 trap);
# the tolerance covers the next order in lam/trap^2
weak = 0.001
weak_ratio = numerical(weak)["kernels"][0][0, 0] / (-weak / (4 * TRAP))
assert abs(weak_ratio - 1) < 0.01

lam = -0.08
f, r = results[lam]
ks, K, KH = r["ks_gaps"][0], r["kernels"][0][0, 0], r["KH"]


def coupled(element):
    return np.sqrt(ks**2 + 4 * ks * element)


assert close(coupled(K), TRAP)
assert abs(coupled(KH) - TRAP) > 0.01
assert abs(coupled(KH / 2) - TRAP) > 0.01
assert abs(ks + 2 * K - TRAP) > 0.01

print("REPULSIVE EXAMPLE")
print(f"trap frequency omega             = {TRAP:.4f} hartree")
print(f"interaction constant lambda      = {lam:.4f} hartree/bohr^2")
print(f"relative frequency Omega         = {f['rel']:.4f} hartree")
print(f"density exponent a               = {f['ks']:.6f} bohr^-2")
print(f"density at centre (grid)         = {r['density'][half]:.6f} bohr^-1")
print(f"rms width of density (grid)      = {r['width']:.6f} bohr")
print(f"KS dipole excitation (grid)      = {ks:.6f} hartree")
print(f"KS dipole excitation (grid)      = {ks * EV:.4f} eV")
print(f"true dipole excitation (grid)    = {r['dipole_gap']:.6f} hartree")
print(f"true dipole excitation (grid)    = {r['dipole_gap'] * EV:.4f} eV")
print(f"its oscillator strength (grid)   = {r['strength']:.6f} (no unit)")
print(f"K from formula                   = {f['K']:.6f} hartree")
for w, kernel in zip(DRIVES, r["kernels"]):
    print(f"K (grid), drive {w:.2f} hartree     = {kernel[0, 0]:.6f} hartree")
print(f"K in eV                          = {K * EV:.4f} eV")
print(f"Hartree part K_H (grid)          = {KH:.6f} hartree")
print(f"xc part K_xc (grid)              = {K - KH:.6f} hartree")
print("Excitation from exact KS orbitals with:")
print(f"  full K                         = {coupled(K):.6f} hartree")
print(f"  Hartree kernel only            = {coupled(KH):.6f} hartree")
print(f"  Hartree + exchange kernel      = {coupled(KH / 2):.6f} hartree")
print(f"  full K, Tamm-Dancoff           = {ks + 2 * K:.6f} hartree")
print("Self-consistent theories (orbital gap, then excitation):")
for name, share in (("Hartree", 1.0), ("Hartree + exchange", 0.5)):
    gap, excitation = consistent_theory(lam, share)
    print(f"  {name:19s}: {gap:.6f}, {excitation:.6f} hartree")
print("ATTRACTIVE EXAMPLE")
lam = 0.12
f, r = results[lam]
K, KH = r["kernels"][0][0, 0], r["KH"]
print(f"interaction constant lambda      = {lam:.4f} hartree/bohr^2")
print(f"relative frequency Omega         = {f['rel']:.4f} hartree")
print(f"KS dipole excitation (grid)      = {r['ks_gaps'][0]:.6f} hartree")
print(f"true dipole excitation (grid)    = {r['dipole_gap']:.6f} hartree")
print(f"K (grid)                         = {K:.6f} hartree")
print(f"Hartree part K_H (grid)          = {KH:.6f} hartree")
print(f"xc part K_xc (grid)              = {K - KH:.6f} hartree")
print("WEAK COUPLING")
print(f"lambda                           = {weak:.4f} hartree/bohr^2")
print(f"K / (-lambda/(4 omega))          = {weak_ratio:.4f} (no unit)")
print("done: every assertion held")
```

Running it gives:

```
REPULSIVE EXAMPLE
trap frequency omega             = 0.5000 hartree
interaction constant lambda      = -0.0800 hartree/bohr^2
relative frequency Omega         = 0.3000 hartree
density exponent a               = 0.375000 bohr^-2
density at centre (grid)         = 0.690988 bohr^-1
rms width of density (grid)      = 1.154701 bohr
KS dipole excitation (grid)      = 0.375000 hartree
KS dipole excitation (grid)      = 10.2043 eV
true dipole excitation (grid)    = 0.500000 hartree
true dipole excitation (grid)    = 13.6057 eV
its oscillator strength (grid)   = 2.000000 (no unit)
K from formula                   = 0.072917 hartree
K (grid), drive 0.00 hartree     = 0.072917 hartree
K (grid), drive 0.23 hartree     = 0.072917 hartree
K (grid), drive 0.77 hartree     = 0.072917 hartree
K in eV                          = 1.9842 eV
Hartree part K_H (grid)          = 0.106667 hartree
xc part K_xc (grid)              = -0.033750 hartree
Excitation from exact KS orbitals with:
  full K                         = 0.500000 hartree
  Hartree kernel only            = 0.548293 hartree
  Hartree + exchange kernel      = 0.469707 hartree
  full K, Tamm-Dancoff           = 0.520833 hartree
Self-consistent theories (orbital gap, then excitation):
  Hartree            : 0.300000, 0.500000 hartree
  Hartree + exchange : 0.412311, 0.500000 hartree
ATTRACTIVE EXAMPLE
interaction constant lambda      = 0.1200 hartree/bohr^2
relative frequency Omega         = 0.7000 hartree
KS dipole excitation (grid)      = 0.583333 hartree
true dipole excitation (grid)    = 0.500000 hartree
K (grid)                         = -0.038690 hartree
Hartree part K_H (grid)          = -0.102857 hartree
xc part K_xc (grid)              = 0.064167 hartree
WEAK COUPLING
lambda                           = 0.0010 hartree/bohr^2
K / (-lambda/(4 omega))          = 0.9950 (no unit)
done: every assertion held
```
